Oxygen pressure and electron density in an oxide doped by vacancies, part 2

An insulating oxide is annealed at fixed temperature T in a gas with oxygen partial pressure p. Oxygen leaves the crystal as O₂, and the vacancies left behind supply conduction electrons. The problem is to find how their density n depends on p, and where the answer stops being true. Densities are in cm⁻³, energies in eV and pressures in Torr, except where SI units are named; k is Boltzmann's constant and e the elementary charge.

For doubly ionized vacancies alone, of density c, part (d) found

c n² p^(1/2) = K, K = N_O N_c² exp[−(E + μ°)/kT],

n = 2c, n = (2K)^(1/3) p^(−1/6).

N_O is the density of oxygen sites, E the energy to form one vacancy with both electrons at the band edge E_c, and μ° the chemical potential of oxygen at 1 Torr. The ideal density given by this law is called n₀. For non-degenerate electrons of effective mass m, part (c) gave

n = N_c exp(η), N_c = 2 [m kT/(2πħ²)]^(3/2),

with η = (E_F − E_c)/kT and E_F the Fermi level.

Part (g) added four effects: net ionized acceptors (density A), singly ionized vacancies (c₁, with an electron bound at depth D below the band edge), holes (h ∝ exp(−η)) and electron degeneracy. With c₂ for the doubly ionized vacancies,

n + A = h + 2c₂ + c₁,

c₁/c₂ = 2 exp(η + D/kT),

d ln n/d ln p = −s(2c₂ + c₁)/[2(s n + h + 4c₂ + c₁)],

where s = d ln n/dη is 1 for non-degenerate electrons. The exponent is −1/6 in the ideal case and −1/4 where acceptors dominate.

The example, with rough values in the regime of strontium titanate, has T = 1300 K, kT = 0.1120 eV, p = 10⁻¹² Torr, N_O = 5.0 × 10²² cm⁻³, E = 5.8 eV, an electron mass of 5.0 free-electron masses, N_c = 2.53 × 10²¹ cm⁻³, n₀ = 6.9 × 10¹⁸ cm⁻³ and n₀/N_c = 2.72 × 10⁻³.

**(h) How large are these four effects in the example, and over what range of pressure does the law hold?**

*Solution.* Take a binding depth D = 0.1 eV, A = 5.0 × 10¹⁷ cm⁻³, a hole mass of 5.0 free-electron masses and a gap of 2.5 eV at the anneal temperature. Each effect can be estimated to first order, with the others switched off.

*Acceptors.* Now 2c = n + A, so that n²(n + A) = n₀³. For small A this gives n ≈ n₀ − A/3. The relative change is −5.0 × 10¹⁷/(3 × 6.9 × 10¹⁸) ≈ −2.4 %, as in the full solution. The electrons lost are fewer than the acceptors added, because the crystal responds by forming more vacancies.

*Singly ionized vacancies.* The ratio r = c₁/c₂ is 2 × 2.72 × 10⁻³ × exp(0.1/0.1120) ≈ 0.013. Neutrality becomes n = (2 + r)c₂, hence n³ = n₀³(1 + r/2) and n ≈ n₀(1 + r/6). The change is +0.22 %. It is positive because binding an electron stabilizes vacancies, and each new one still gives an electron to the band.

*Holes.* Since n ∝ exp(η) and h ∝ exp(−η), the product nh does not depend on the Fermi level and equals n_i², where n_i is the intrinsic density at which n = h. For equal electron and hole masses, n_i = N_c exp[−2.5/(2 × 0.1120)] ≈ 3.6 × 10¹⁶ cm⁻³, so h = n_i²/n ≈ 1.9 × 10¹⁴ cm⁻³. From 2c = n − h one finds n ≈ n₀ + h/3, a change of +0.0009 %.

*Degeneracy.* The next term in the expansion of the Fermi function gives n = N_c exp(η)(1 − u), with u = exp(η)/√8 ≈ 0.001. Then exp(−2η) = (N_c/n)²(1 − u)², so n³ = n₀³(1 − u)² and n ≈ n₀(1 − 2u/3). The change is −0.06 %.

Together the four effects lower n by 2.2 % relative to n₀ and give a local exponent of −0.171 instead of −0.1667. Over a wider range of pressure, at the same temperature and acceptor density, the full solution gives:

| p (Torr) | n (cm⁻³) | exponent |
|---|---|---|
| 10⁻¹⁶ | 3.21 × 10¹⁹ | −0.169 |
| 10⁻¹² | 6.74 × 10¹⁸ | −0.171 |
| 10⁻⁸ | 1.34 × 10¹⁸ | −0.183 |
| 10⁻⁴ | 2.15 × 10¹⁷ | −0.216 |

These exponents come from solving neutrality at two nearby pressures. At all seven pressures listed in the numerical output they agree with the formula of (g) to within 2 × 10⁻⁵.

The drift towards −1/4 at higher pressure is due mainly to the acceptors, which matter more as n falls. The ideal n would equal A at

p = 10⁻¹² × (6.9 × 10¹⁸/5.0 × 10¹⁷)⁶ ≈ 7 × 10⁻⁶ Torr.

The sixth power makes this pressure very sensitive to A: halving the acceptor density raises it 64 times. It also makes the crossover broad. No sharp kink separates the two regimes, and a straight line fitted to a few decades of data can return an intermediate slope that belongs to neither.

Towards low pressure the exponent does not settle at −1/6. The formula of (g), expanded for small r with the other effects off, gives −(1/6)(1 + r/6). For small A/n it gives −(1/6)[1 + A/(3n)]. At 10⁻¹⁶ Torr, n/N_c has risen to 0.013, so r ≈ 0.06 while A/n ≈ 0.016. The singly ionized vacancies then shift the exponent by −0.0017 and the acceptors by −0.0009, while degeneracy acts the other way. Among these four effects, impurities thus limit the law where electrons are few, and electron binding where they are many. The mutual attraction estimated in (i) also grows with n, and it shifts the exponent more than binding does.

Holes matter at still higher pressure. The ideal formula would give n = n_i at about 50 Torr. Without acceptors, neutrality keeps n above h, so that n levels off towards n_i and the exponent tends to 0. With acceptors present n does cross n_i, here at about 0.25 Torr. There n = h = n_i and 2c₂ = A, and the formula of (g) gives −A/[4(A + n_i)] ≈ −0.233. At still higher pressure the holes weaken the exponent again, so that in this example it never reaches −1/4.

**(i) The vacancies and electrons are charged. Estimate the effect of their mutual attraction.**

*Solution.* SI units are used in this part, with charges q_i e, densities n_i and ε the dielectric constant times ε₀. Around a given charge, the others rearrange into a screening cloud. In mean field and for potential energies small compared with kT, the potential obeys ∇²φ = κ²φ, with

κ² = Σ n_i q_i² e²/(εkT) = e²(n + 4c)/(εkT).

The solution around a charge q_i e is φ = q_i e exp(−κr)/(4πεr). Subtracting the charge's own potential q_i e/(4πεr) and letting r → 0 leaves the potential of the cloud at the charge, −q_i eκ/(4πε).

To obtain the free energy, scale all charges by λ and raise λ from 0 to 1. Then κ scales by λ as well, and the cloud potential by λ². The work per volume is

F/V = −Σ n_i q_i² e² κ/(4πε) × ∫₀¹ λ² dλ = −κ Σ n_i q_i² e²/(12πε) = −kTκ³/(12π).

The last step uses the definition of κ². Adding one charge of species i changes the free energy by

∂(F/V)/∂n_i = −(kT/12π) × 3κ² × ∂κ/∂n_i, with ∂κ/∂n_i = q_i² e²/(2κεkT),

which equals −q_i² e²κ/(8πε). One doubly charged vacancy and two electrons have squared charges that add to 4 + 1 + 1 = 6. Their formation is cheaper by

w = 6e²κ/(8πε).

The mass-action constant K is multiplied by exp(w/kT), and n = n₀ exp[w/(3kT)].

With a dielectric constant of 60 the screening length 1/κ is 4.2 nm, and w = 17 meV. Then w/(3kT) = 0.017/(3 × 0.1120) ≈ 0.051. Allowing κ to grow with n, the self-consistent increase is 5.3 % relative to n₀. This is larger than the four previous effects together, and of opposite sign.

The exponent changes because w grows as n^(1/2). Differentiating ln n = ln n₀ + w/(3kT) with respect to ln p gives

(d ln n/d ln p)[1 − w/(6kT)] = −1/6.

The local exponent becomes −0.171. Attraction weakens the feedback that limits vacancy formation, so n responds a little more strongly to pressure.

This is an estimate of size. The electrons can be treated as classical charges, because their thermal wavelength of 0.92 nm is shorter than the screening length. A sphere of radius 1/κ, however, contains only about three charges, (4π/3)(4.24 nm)³ × 0.0103 nm⁻³ ≈ 3.3, which is few for a mean-field cloud. The exponents in the table of (h) do not include this effect.

**(j) The crystal is cooled to 300 K so quickly that the vacancies cannot re-equilibrate. How many free electrons remain, and how do they depend on the anneal pressure?**

*Solution.* The total vacancy density C = c₁ + c₂ is now fixed, while the electrons adjust to the new temperature T′. Leave out acceptors and holes, and allow a vacancy to bind at most one electron. Then

n = 2c₂ + c₁, c₁/c₂ = bn, b = 2 exp(D/kT′)/N_c(T′).

Writing c₂ = C/(1 + bn) and c₁ = Cbn/(1 + bn) gives

n(1 + bn) = C(2 + bn),

bn² + (1 − bC)n − 2C = 0,

n = {bC − 1 + √[(1 − bC)² + 8bC]}/(2b).

The other root is negative. At 300 K, N_c = 2.81 × 10²⁰ cm⁻³ and exp(D/kT′) ≈ 48, so b ≈ 3.4 × 10⁻¹⁹ cm³. The frozen vacancy density, taken from the anneal with singly ionized vacancies included, is C = 3.48 × 10¹⁸ cm⁻³, and bC ≈ 1.19. The result is n ≈ 4.8 × 10¹⁸ cm⁻³, or 1.38 free electrons per vacancy instead of nearly 2.

The exponent in the anneal pressure is now −0.144, weaker than −1/6. To see why, set y = bn, so that bC = y(1 + y)/(2 + y). Differentiation gives

d ln C/d ln n = 1 + y/(1 + y) − y/(2 + y) = 1 + y/[(1 + y)(2 + y)].

A sample with more vacancies binds a larger share of its electrons, so n grows more slowly than C. The extra term can be written as 1/(y + 3 + 2/y). It vanishes when hardly any electrons are bound and also when every vacancy holds one, since n is then simply proportional to C. Its maximum, at y = √2, is 1/(3 + 2√2) ≈ 0.17. In the example y ≈ 1.6, close to the maximum. A room-temperature measurement on such samples can therefore show a weaker exponent although the anneal itself obeyed the law closely.

**(k) What does this say about real strontium titanate, and how may the law be used in a process?**

*Solution.* Strontium titanate is a wide-gap oxide that becomes an n-type conductor when annealed under reducing conditions, and oxygen vacancies are its usual donors there. The gap, masses, dielectric constant and formation energy used above are rough values for that regime. The absolute density is sensitive to the formation energy and to the neglected vibrational entropy: an error of 0.1 eV in E already changes n by a factor of about 1.35. It is also proportional to the electron mass, because n contains N_c^(2/3). The binding depth of 0.1 eV is a round choice, and it decides where the result at 300 K lies between nearly two free electrons per vacancy, for very weak binding, and one, for strong binding. The lower bound holds only because the model lets a vacancy bind at most one electron; if a second one can bind, fewer than one free electron per vacancy may remain. Part (j) therefore illustrates what binding would do and is not a prediction for strontium titanate. Real crystals also contain charged defects other than oxygen vacancies. Acceptor impurities, and metal vacancies that are immobile during the anneal, both act as a fixed A. With the value taken here they lower n by 2.4 % at 10⁻¹² Torr. At 10⁻⁴ Torr the four effects of (h) together lower it by about a third, from 3.2 × 10¹⁷ to 2.2 × 10¹⁷ cm⁻³, with acceptors as the main cause.

As a process rule, lowering the oxygen pressure tenfold raises n by a factor 10^(1/6) ≈ 1.47. This holds at fixed temperature, after the crystal has equilibrated throughout its thickness, and while n is well above both the intrinsic density and the net acceptor or donor density, and well below N_c exp(−D/kT), so that the electrons are non-degenerate and few vacancies bind one. The attraction estimated in (i) raises the factor slightly, to about 1.48 near 10⁻¹² Torr, and by more as n grows. If conductivity is measured instead of n, the mobility must also stay constant over the pressure range. After cooling, the rule applies to the frozen vacancies, and to the free electrons only as far as binding leaves their number proportional to the vacancy density.

Computed values

```
Temperature 1300 K, kT = 0.1120 eV; O2 pressure 1e-12 Torr
Oxygen sites 5.0e+22 cm^-3; formation energy E = 5.8 eV
Masses: electron 5.0, hole 5.0 m_e; gap 2.5 eV
Electron binding to vacancy 0.1 eV; acceptors 5.0e+17 cm^-3
Dielectric constant 60
O2 inputs: bond 1.21 angstrom, vibration 0.196 eV
Band density N_c at anneal = 2.531e+21 cm^-3
Oxygen chemical potential at 1 Torr = -1.856 eV
Oxygen chemical potential at anneal = -3.403 eV
K = 1.639e+50 cm^-9 Torr^(1/2)
Ideal electron density n = 6.895e+18 cm^-3
Ideal vacancy density c = 3.448e+18 cm^-3
Fermi level minus band edge = -0.662 eV
n ratio for tenfold lower pressure = 1.4678
Counted exponent, charge 2 = -0.1667
Counted exponent, charge 1 = -0.2500
Exponent, acceptors dominate = -0.2499
Exponent, donors dominate = -0.00016
Exponent, degenerate light-band test = -0.1131
Neglected effects at the anneal: change of n (%), local exponent
  singly ionized vacancies: +0.2217 %, -0.16704
  background acceptors: -2.3597 %, -0.17060
  holes: +0.0009 %, -0.16666
  electron degeneracy: -0.0642 %, -0.16656
  these four together: -2.2052 %, -0.17086
  Coulomb attraction: +5.3253 %, -0.17111
Screening length = 4.24 nm
Electron thermal wavelength = 0.92 nm
Coulomb gain per vacancy and two electrons = 17.0 meV
Fraction of oxygen sites vacant = 6.90e-05
n/N_c = 2.72e-03
Factor on n if E is 0.1 eV lower = 1.347
Intrinsic density = 3.61e+16 cm^-3
Pressure where ideal n equals acceptors = 6.88e-06 Torr
Pressure where ideal n equals intrinsic density = 4.87e+01 Torr
Frozen vacancy density = 3.478e+18 cm^-3
N_c at 300 K = 2.806e+20 cm^-3
Free electrons at 300 K = 4.797e+18 cm^-3
Free electrons per frozen vacancy = 1.379
Exponent of cooled n in anneal pressure = -0.1436
p (Torr), ideal n (cm^-3), n with four effects (cm^-3), exponent
  1e-16  3.200e+19  3.207e+19  -0.1687
  1e-14  1.486e+19  1.474e+19  -0.1691
  1e-12  6.895e+18  6.743e+18  -0.1709
  1e-10  3.200e+18  3.044e+18  -0.1750
  1e-08  1.486e+18  1.337e+18  -0.1833
  1e-06  6.895e+17  5.575e+17  -0.1976
  1e-04  3.200e+17  2.150e+17  -0.2163
```
